# Normal thermal emissivity of a good metal in the Hagen-Rubens limit

**Q.** I am told that the heat radiation of a good metal can be found from its direct-current conductivity. I doubt it. A metal is full of moving charges, so a better conductor should radiate more, yet polished metals are poor emitters. Where would a calculation begin?

**A.** With the thermal currents inside the metal. Take a smooth, thick, non-magnetic, isotropic metal at uniform temperature $T$, facing vacuum. We seek its normal spectral emissivity $e$: the radiance it emits along the surface normal, per unit angular frequency $\omega$, divided by that of a black body at the same $T$. I use SI units and fields varying as $e^{-i\omega t}$.

**Q.** How strong are those currents? Equilibrium noise is not something you can simply postulate.

**A.** Its strength follows from absorption. Apply a field $E_0\cos\omega t$ to a small cell of volume $V$. Its vector potential has amplitude $A_0=E_0/\omega$ and couples to the total current $J$ through $-AJ$. (The term in $A^2$ causes no absorption at this order.) For a lower state $l$ and an upper state $u$, the golden rule gives equal upward and downward rates,

$$
w_{lu}=\frac{\pi A_0^2}{2\hbar}|J_{ul}|^2\,\delta(E_u-E_l-\hbar\omega).
$$

The net absorbed power is $\hbar\omega\sum(p_l-p_u)w_{lu}$, with $p$ the Boltzmann populations. It must equal $\tfrac12\sigma'E_0^2V$, where $\sigma'=\mathrm{Re}\,\sigma(\omega)$. Cancelling $A_0^2/2$,

$$
\sigma' V=\frac{\pi}{\omega}\sum(p_l-p_u)|J_{ul}|^2\delta(E_u-E_l-\hbar\omega).
$$

Since $p_l=p_ue^{\hbar\omega/k_BT}$, we have $p_l-p_u=p_u(e^{\hbar\omega/k_BT}-1)$, so

$$
\hbar\sum p_u|J_{ul}|^2\delta(E_u-E_l-\hbar\omega)=\frac{\sigma'V\Theta}{\pi},\qquad
\Theta=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}.
$$

The left side is the spectrum of downward transitions, the ones that can give energy away. A classical current $J_0\cos\omega t$ has mean square $J_0^2/2$, twice the squared modulus of its part $\tfrac12J_0e^{-i\omega t}$. The equivalent classical current therefore has mean-square spectrum, per unit $\omega>0$,

$$
S_J=\frac{2}{\pi}\sigma'\Theta V .
$$

**Q.** What became of the zero-point motion?

**A.** It belongs to upward transitions too. A metal in its ground state has no downward transitions and cannot emit, so no zero-point term enters $\Theta$ here.

If the response is local, different cells fluctuate independently. The current density then has spectrum $(2/\pi)\sigma'\Theta\,\delta_{ab}\,\delta(\mathbf r-\mathbf r')$ for components $a,b$.

**Q.** That supports my suspicion: the source grows with conductivity.

**A.** The source does, but its radiation has to get out. Let the metal fill $z>0$, with permittivity $\varepsilon$ relative to vacuum and index $N=\sqrt\varepsilon=n+ik$, $k>0$. Write $k_0=\omega/c$ and $Z_0=\mu_0c$. For fields uniform along the surface, Maxwell's equations give

$$
E''+N^2k_0^2E=-i\omega\mu_0 j .
$$

Put a current sheet of strength $J_s$ at depth $d$. In unbounded metal the field is $a\,e^{iNk_0|z-d|}$. Its slope jumps by $2iNk_0a$, which must equal $-i\omega\mu_0J_s$. Hence $a=-Z_0J_s/(2N)$.

At the surface, let the wave arriving from inside have unit amplitude, the reflected one $r_i$ and the transmitted one $t$. Continuity of $E$ and $E'$ requires

$$
1+r_i=t,\qquad N(1-r_i)=t .
$$

Multiplying the first by $N$ and adding gives $2N=(N+1)t$. The field just outside is therefore

$$
E=-\frac{Z_0J_s}{N+1}\,e^{iNk_0d}.
$$

A large $|N|$ suppresses the escaping field, and a large $k$ suppresses contributions from depth.

**Q.** You have one sheet, uniform over the whole surface. Real thermal currents are not uniform.

**A.** Split them into lateral plane waves on a surface of area $A$. Each wave has an amplitude spectrum $(2/\pi)\sigma'\Theta\,\delta(z-z')/A$, and waves with vanishing lateral wavevector radiate along the normal. Outside, the energy flux is the mean square field over $Z_0$. Multiplying by $A$ and summing over depth gives the power spectrum per lateral wave and polarization:

$$
P=\frac{2}{\pi}\sigma'\Theta\,\frac{Z_0}{|N+1|^2}\int_0^\infty e^{-2kk_0d}\,\mathrm dd
=\frac{2}{\pi}\sigma'\Theta\,\frac{Z_0}{|N+1|^2}\,\frac{1}{2kk_0}.
$$

Now $\sigma'=\varepsilon_0\omega\,\mathrm{Im}\,\varepsilon=2\varepsilon_0\omega nk$, so $k$ cancels. With $\varepsilon_0cZ_0=1$,

$$
P=\frac{\Theta}{2\pi}\,\frac{4n}{|N+1|^2}.
$$

Near the normal there are $A k_0^2\,\mathrm d\Omega/(4\pi^2)$ lateral waves in solid angle $\mathrm d\Omega$. With two polarizations the radiance is

$$
I=\frac{\Theta\omega^2}{4\pi^3c^2}\,\frac{4n}{|N+1|^2}.
$$

Equilibrium radiation has energy density $\Theta\omega^2/(\pi^2c^3)$. Multiplied by $c/4\pi$, this is exactly the first factor, the black-body radiance. Thus

$$
e=\frac{4n}{|N+1|^2}.
$$

**Q.** Can this be tied to something measurable without tracking currents?

**A.** Yes, to reflection. For light arriving from vacuum, the same matching gives $r=(1-N)/(1+N)$. The absorbed fraction is

$$
1-|r|^2=\frac{|1+N|^2-|1-N|^2}{|1+N|^2}=\frac{4n}{|1+N|^2}=e .
$$

This is Kirchhoff's law for the normal direction, obtained here from the currents.

**Q.** You still need the index at an infrared frequency. How can a direct-current measurement supply it?

**A.** It can if the current follows the field almost without delay. Suppose the current set up by a brief field decays with one relaxation time $\tau$:

$$
\sigma(\omega)=\frac{\sigma}{\tau}\int_0^\infty e^{-t/\tau+i\omega t}\,\mathrm dt=\frac{\sigma}{1-i\omega\tau}.
$$

Here $\sigma$ without an argument is the direct-current value. Let $\varepsilon_b$ be the contribution of vacuum and bound electrons. Then

$$
\varepsilon=\varepsilon_b+\frac{is}{1-i\omega\tau},\qquad s=\frac{\sigma}{\varepsilon_0\omega}.
$$

For $\omega\tau\ll1$ and $s\gg\varepsilon_b$, this becomes $\varepsilon\simeq is$.

It is convenient to use $\zeta=1/N$, the surface impedance in units of $Z_0$. Because $n=\mathrm{Re}\,\zeta/|\zeta|^2$ and $|N+1|^2=|1+\zeta|^2/|\zeta|^2$,

$$
e=\frac{4\,\mathrm{Re}\,\zeta}{|1+\zeta|^2}.
$$

In the limit, $\zeta=(is)^{-1/2}=(1-i)/\sqrt{2s}$; squaring the last form gives $-i/s=1/(is)$, as required. The denominator tends to one, leaving

$$
e_0=\frac{4}{\sqrt{2s}}=\sqrt{\frac{8}{s}}=\sqrt{\frac{8\varepsilon_0\omega}{\sigma}} .
$$

This is the Hagen-Rubens emissivity.

**Q.** So the better conductor does emit less. Which part of my intuition failed?

**A.** The part that stopped at the source. At fixed $\omega$ and $T$, the noise power per volume grows as $\sigma$. The contributing depth shrinks as $\sigma^{-1/2}$, and the escaping power carries a factor $1/|N|^2\propto\sigma^{-1}$. Their product is $\sigma^{-1/2}$.

The depth is small. The field decays as $e^{-z/\delta}$, where $\delta=1/(kk_0)$ and $k=\sqrt{s/2}$, so

$$
\delta=\frac{1}{k_0\sqrt{s/2}}=\sqrt{\frac{2}{\mu_0\sigma\omega}} .
$$

Escaping power has weight $e^{-2z/\delta}$, whose mean depth is $\delta/2$. A uniform temperature is needed over this layer, and the metal must be several $\delta$ thick.

**Q.** "The denominator tends to one" hides an error. How large is it?

**A.** Keep it. For $\varepsilon=is$,

$$
|1+\zeta|^2=1+\frac{2}{\sqrt{2s}}+\frac1s=1+\frac{e_0}{2}+\frac{e_0^2}{8},
$$

and therefore $e=e_0-e_0^2/2+O(e_0^3)$. Relative to $e_0$, the first correction is $-e_0/2$.

Bound electrons enter later. Expanding $(is+\varepsilon_b)^{-1/2}$ gives

$$
\zeta\simeq\frac{1-i}{\sqrt{2s}}\left(1+\frac{i\varepsilon_b}{2s}\right),
$$

whose real part is raised by the relative amount $\varepsilon_b/(2s)$.

**Q.** I worry more about $\omega\tau$. In the infrared it need not be small.

**A.** That is the main restriction. Set $u=\omega\tau$ and keep $|\varepsilon|\gg1$. Then

$$
\zeta^2=\frac{1-iu}{is}=\frac{-u-i}{s}.
$$

For a complex number $w$, the root with positive real part has $\mathrm{Re}\sqrt w=\sqrt{(|w|+\mathrm{Re}\,w)/2}$. With $w=-u-i$,

$$
e\simeq4\,\mathrm{Re}\,\zeta=e_0\sqrt{\sqrt{1+u^2}-u}.
$$

For small $u$ the factor is $1-u/2$ to first order. For large $u$, $\sqrt{1+u^2}-u\simeq1/(2u)$, and

$$
e\simeq\frac{e_0}{\sqrt{2u}}=2\sqrt{\frac{\varepsilon_0}{\sigma\tau}} .
$$

In this second regime the emissivity no longer depends on frequency: inertia, not resistance, sets most of the current. It still requires $s/u\gg\varepsilon_b$, that is, $\omega^2\ll\sigma/(\varepsilon_0\varepsilon_b\tau)$, so that the metal remains well below its plasma edge, and it counts scattering in the bulk only, not at the surface.

**Q.** Put numbers to it, for a metal hot enough to serve as an emitter.

**A.** Take clean platinum at 600 K, viewed at 100 µm. Rough room-temperature inputs are $\sigma=9$ MS/m, $\tau=10$ fs and a carrier speed of 0.5 Mm/s. Scattering by lattice vibrations makes both $\sigma$ and $\tau$ fall roughly as $1/T$, so at 600 K I use 4.5 MS/m and 5 fs. At $\omega=1.884\times10^{13}$ rad/s,

$$
s=\frac{4.5\times10^6}{(8.854\times10^{-12})(1.884\times10^{13})}\simeq2.70\times10^4,
$$

$$
e_0=\sqrt{\frac{8}{2.70\times10^4}}=0.0172,\qquad u=0.094 .
$$

The full Drude index, with $\varepsilon_b=1$, is $N=110.3+121.2i$. It gives $e=0.0163$, which is 5.4% below $e_0$. The relaxation factor is 0.954, and the denominator $|1+\zeta|^2$ removes about another 0.8%.

As a test of the current picture, the wave equation was solved on 4001 depth points, reaching 12 field decay lengths, and the emission of independent currents was summed. The result, 0.016294, agrees with $1-|r|^2$ to all printed digits.

The black-body radiance here is 43.95 mW/(m² sr µm), so the model metal emits

$$
0.01629\times43.95=0.716\ \mathrm{mW/(m^2\,sr\,\mu m)} .
$$

**Q.** A wavelength of 100 µm is convenient for you. A body at 600 K radiates strongly at much shorter ones.

**A.** There, within the one-relaxation-time model, the limiting law fails. With the same $\sigma$ and $\tau$, the Drude model gives:

| Wavelength (µm) | $\omega\tau$ | $e_0$ | Drude $e$ | $e/e_0$ |
|---|---|---|---|---|
| 10 | 0.942 | 0.0545 | 0.0352 | 0.646 |
| 30 | 0.314 | 0.0314 | 0.0266 | 0.845 |
| 100 | 0.094 | 0.0172 | 0.0163 | 0.946 |
| 1000 | 0.009 | 0.005445 | 0.005405 | 0.993 |

The Drude value is 10% below the limit at about 50 µm. At 1000 µm the two first corrections are $u/2=0.47\%$ and $e_0/2=0.27\%$; their sum, 0.74%, accounts for the printed ratio.

**Q.** You also assumed that the current at a point depends on the field at that point. Electrons travel between collisions.

**A.** Their mean free path is $l=0.5\ \mathrm{Mm/s}\times5\ \mathrm{fs}=2.5$ nm, against $\delta=137$ nm. So $l/\delta=0.018$, which suggests a small effect, but the surface deserves a calculation. I assume an isotropic set of carriers.

Let $\mu$ be the cosine between a carrier's velocity and the normal. Its weight in a current along the surface is $\tfrac34(1-\mu^2)$, which integrates to one over $-1<\mu<1$. In a field $e^{iqz}$ the carrier remembers the phases along its path, so

$$
\sigma(q)=\frac{3\sigma}{4}\int_{-1}^{1}\frac{1-\mu^2}{1-iu+iql\mu}\,\mathrm d\mu .
$$

At $u=0$ and small $ql$, the average of $\mu^2$ is $1/5$, and $\sigma(q)\simeq\sigma(1-q^2l^2/5)$.

If the surface reflects carriers like a mirror, the metal can be continued to $z<0$ with an even field. Its slope then jumps by $2E'(0^+)$ at $z=0$, so the Fourier components obey

$$
[k_0^2\varepsilon(q)-q^2]E_q=2E'(0^+).
$$

Integrating over $q$ gives $E(0)$. Dividing by $cB(0)=E'(0^+)/(ik_0)$,

$$
\zeta=\frac{2ik_0}{\pi}\int_0^\infty\frac{\mathrm dq}{k_0^2\varepsilon(q)-q^2}.
$$

For constant $\varepsilon=N^2$, the pole at $q=Nk_0$ makes the integral $-i\pi/(2Nk_0)$, and $\zeta=1/N$ returns. With the small-$ql$ form and $N^2k_0^2=2i/\delta^2$, the coefficient of $q^2$ in the denominator changes from $-1$ to $-(1+2il^2/5\delta^2)$. The integral varies as the inverse square root of that bracket, so $\zeta$ is multiplied by $1-il^2/(5\delta^2)$. Since $\zeta\propto1-i$, its real part changes by the fraction $-l^2/(5\delta^2)$, here $-0.007\%$. The full integral at the actual $u$ gives $-0.005\%$.

**Q.** A real surface may scatter carriers in all directions. That should matter at first order in $l/\delta$.

**A.** It does change the current at first order. Carriers leaving such a surface have lost their memory of the field. At depth $z$ the missing fraction for direction $\mu>0$ is $e^{-z/(l\mu)}$. At low frequency the lost sheet conductance is

$$
\Delta G=\frac{3\sigma}{4}\int_0^1(1-\mu^2)\,l\mu\,\mathrm d\mu
=\frac{3\sigma l}{4}\left(\frac12-\frac14\right)=\frac{3\sigma l}{16}.
$$

The ratio of magnetic to electric field at the surface falls by $\Delta G$, so $N$ becomes $N-Z_0\Delta G$. To first order, $\zeta$ gains $\zeta^2Z_0\Delta G$. But $\zeta^2=-i/s$ at $u=0$: the added part is imaginary and leaves the leading emissivity unchanged.

At finite $u$, both $\sigma$ and $l$ are divided by $1-iu$, so

$$
\zeta^2Z_0\Delta G\simeq\frac{(-i-u)(1+2iu)}{s}\,\frac{3Z_0\sigma l}{16}
\simeq\frac{u-i}{s}\,\frac{3Z_0\sigma l}{16}.
$$

The real part is positive. For the example this sheet estimate raises $e$ by 0.065%; terms of order $(l/\delta)^2$, left out here, bring it to about 0.070%. The effect is not always small. At large $u$ the same estimate gives $\zeta^2Z_0\Delta G\simeq3v/(16c)$, with $v$ the carrier speed, and so adds $3v/(4c)$ to $e$. That is about 3% of $2\sqrt{\varepsilon_0/\sigma\tau}$ for these inputs, but a large fraction of it in metals with long $\tau$ and fast carriers.

**Q.** Then what would move the answer for an actual piece of platinum?

**A.** First, the temperature. With the wavelength held at 100 µm, the room-temperature inputs give $e=0.0110$, and the 600 K inputs give a value 1.48 times larger. Halving $\sigma$ supplies $\sqrt2\simeq1.41$; the shorter $\tau$, which weakens the relaxation correction, supplies the rest.

Second, the inputs. The conductivities are near those of clean platinum, while $\tau$ and the carrier speed are rougher, since platinum's bands are not those of free electrons. Because $e_0\propto\sigma^{-1/2}$, a 10% error in $\sigma$ moves $e_0$ by about 5%. Doubling $\tau$ at fixed $\sigma$ would lower the relaxation factor from 0.954 to 0.911, and so lower $e$ by about 4% of $e_0$. Raising $\varepsilon_b$ from 1 to 10 changes $e$ by just 0.02% at 100 µm. The shift is proportional to $\varepsilon_b-1$, so even a value of several tens, possible in a transition metal, stays below about 0.2%.

Real surfaces also break the assumption of a clean, smooth boundary. Roughness and surface films are not included, and I have no size for them without knowing the surface. The 10 and 30 µm entries and the 50 µm threshold show the trend of a one-relaxation-time model; they are not predictions for platinum, whose interband absorption and spread of relaxation times are left out. For a thick, clean, smooth, non-magnetic, isotropic metal in local equilibrium, the direct-current conductivity is enough when $\omega\tau\ll1$ for every group of carriers that carries much of the current, $s\gg\varepsilon_b$ and $l\ll\delta$. The leading errors are then $u/2$ and $e_0/2=\sqrt{2/s}$; the second falls slowly, and $e$ is still 13% below $e_0$ at $s=100$ with $\varepsilon_b=1$. The remaining values are in the numerical output.

## Computed results

```
Temperature of use: 600 K; room reference: 300 K
Room conductivity: 9.00 MS/m
Room relaxation time: 10.00 fs
Carrier speed: 0.50 Mm/s
Hot conductivity: 4.50 MS/m
Hot relaxation time: 5.00 fs
Wavelength: 100.0 um
Angular frequency: 1.88365e+13 rad/s
Photon energy: 12.398 meV
sigma/(eps0 omega): 26981.32 (dimensionless)
omega tau: 0.09418 (dimensionless)
Drude index n: 110.328; k: 121.203 (dimensionless)
Hagen-Rubens emissivity: 0.017219 (dimensionless)
Full Drude emissivity: 0.016294 (dimensionless)
Noise-sum emissivity: 0.016294 (dimensionless)
Full Drude emissivity in percent: 1.6294 %
Full/limiting emissivity: 0.94628 (dimensionless)
Relaxation factor: 0.95407 (dimensionless)
Relative next term e0/2: 0.8610 %
Limiting skin depth: 137.026 nm
Mean emission depth, dc limit: 68.514 nm
Mean emission depth, Drude: 65.656 nm
Mean free path: 2.500 nm
Mean free path/skin depth: 0.01824 (dimensionless)
Black radiance: 43.9515 mW/(m2 sr um)
Metal radiance: 0.71615 mW/(m2 sr um)
Room-temperature Drude emissivity: 0.011026 (dimensionless)
Hot/room emissivity: 1.4778 (dimensionless)
Bound permittivity 10, change: +0.01973 %
Specular nonlocal change: -0.00479 %
Diffuse surface change: +0.06460 %
Drude 10% below limit at: 49.654 um
Scan: wavelength (um), omega tau, limiting e, Drude e, Drude/limit
10 um: 0.94183, 0.054452, 0.035158, 0.64568
30 um: 0.31394, 0.031438, 0.026579, 0.84543
100 um: 0.09418, 0.017219, 0.016294, 0.94628
300 um: 0.03139, 0.009942, 0.009739, 0.97963
1000 um: 0.00942, 0.005445, 0.005405, 0.99261
```
